# Strain balance in quantum-well stacks: zero force, not zero average strain

**Q.** I design multi-quantum-well stacks by one rule. A compressed well is followed by a stretched barrier, and I choose thicknesses so that $t_w\varepsilon_w+t_b\varepsilon_b=0$. If the strain averages to zero, the stack as a whole fits the substrate. What can be wrong with that?

**A.** The word "fits" needs a definition. Take cubic layers $i$ grown on (001), coherent, so that all share one in-plane lattice constant $a$, and free of stress along the growth axis $z$. Layer $i$ has natural constant $a_i$, strain $\varepsilon_i=(a-a_i)/a_i$ (tension positive) and strained thickness $t_i$. The stack fits a substrate of constant $a_s$ if, cut loose and held flat, it would keep $a=a_s$. (A finite stack of whole periods, left free to bend, also curls, because its wells and barriers sit at different mean heights; "free" below means free in $a$ but flat.) Otherwise the substrate must hold it with a force that grows with each added period. The free stack has a fixed number of atoms and minimises its energy. Let $E_i$ be the Born–Oppenheimer ground-state energy of one cubic cell of layer $i$ with static nuclei, and let a column one cell wide hold $N_i$ cells of that layer. Neglecting the interfaces for now, balance is

$$\frac{d}{da}\sum_i N_iE_i=0\quad\text{at }a=a_s,\ N_i\text{ fixed}.$$

**Q.** That is an energy statement. How does it become a rule for thicknesses?

**A.** Write $E_i(a_x,a_y,c)$ for a cell with edges $a_x,a_y,c$. The force on the face normal to $x$ is $\partial E_i/\partial a_x$ and the present area of that face is $a_yc$, so the true (Cauchy) stress is $\sigma_{xx}=(a_yc)^{-1}\partial E_i/\partial a_x$. At $a_x=a_y=a$ the two in-plane axes are equivalent, $\sigma_{xx}=\sigma_{yy}=\sigma_i$. No stress along $z$ means $\partial E_i/\partial c=0$, which fixes $c=c_i(a)$. The chain rule gives

$$\frac{dE_i}{da}=\frac{\partial E_i}{\partial a_x}+\frac{\partial E_i}{\partial a_y}+\frac{\partial E_i}{\partial c}\frac{dc_i}{da}=2\sigma_i\,a\,c_i .$$

With $t_i=N_ic_i$ the derivative of the column energy is $2a\sum_it_i\sigma_i$, and balance is

$$F\equiv\sum_i t_i\sigma_i=0 .$$

$F$ is the in-plane force per unit edge length. No expansion in strain was made. What must average to zero is stress, and your rule follows when stress is strain times a factor common to both layers.

**Q.** What is that factor?

**A.** Use the Lagrangian strain $\eta=(\lambda^2-1)/2$ along each cube axis, with $\lambda$ the stretch. In plane $\lambda=1+\varepsilon$ and $\eta_1=\eta_2=\eta=\varepsilon+\varepsilon^2/2$; along $z$ call it $\zeta$. No shear arises in this geometry. The energy per unstrained volume, $W=E_i/a_i^3$ measured from its minimum, has the quadratic part $\frac12C_{11}\sum_j\eta_j^2+C_{12}\sum_{j<k}\eta_j\eta_k$, which here is

$$W_2=(C_{11}+C_{12})\eta^2+2C_{12}\eta\zeta+\tfrac12C_{11}\zeta^2 .$$

Set $r=2C_{12}/C_{11}$. Since $\frac12C_{11}(\zeta+r\eta)^2=\frac12C_{11}\zeta^2+2C_{12}\eta\zeta+(2C_{12}^2/C_{11})\eta^2$,

$$W_2=A\eta^2+\tfrac12C_{11}(\zeta+r\eta)^2,\qquad A=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

Relaxation along $z$ removes the square, so $\zeta=-r\eta$ and $W=A\varepsilon^2$ at leading order. Then $dE_i/da=a_i^2\,dW/d\varepsilon=2a_i^2A\varepsilon$, and dividing by $2ac\approx2a_i^2$ gives $\sigma=A\varepsilon$. $A$ is the biaxial modulus. At leading order balance is $\sum t_iA_i\varepsilon_i=0$. Call this rule M and yours rule T. They coincide when $A_w=A_b$. Otherwise T puts the ratio $t_b/t_w$ wrong by the relative amount $A_b/A_w-1$, which survives as the strains go to zero at fixed moduli.

**Q.** Granted. Then I switch to the zero-stress condition I know, $\sum t_iA_i\varepsilon_i/a_i=0$. It carries the lattice constants as well, so I take it to be the accurate version.

**A.** Call it rule P and look at where $1/a_i$ comes from. Minimise $\sum t_iA_i\varepsilon_i^2$ over $a$ at fixed $t_i$. With $d\varepsilon_i/da=1/a_i$ this gives $\sum t_iA_i\varepsilon_i/a_i=0$. For two layers, insert $\varepsilon_i=(a-a_i)/a_i$, multiply by $a_1^2a_2^2$ to get $t_1A_1a_2^2(a-a_1)+t_2A_2a_1^2(a-a_2)=0$, and solve:

$$a=\frac{A_1t_1a_1a_2^2+A_2t_2a_2a_1^2}{A_1t_1a_2^2+A_2t_2a_1^2}.$$

The variation does not conserve atoms. Unit area of a layer holds $t_i/(a^2c_i)$ cells, and at fixed $t_i$ this number changes with $a$. Also $W$ is energy per unstrained volume, while $t_i$ measures strained volume. Both slips are of relative order $\varepsilon$, and so is the factor itself: $1/a_i=(1+\varepsilon_i)/a$, and the common $1/a$ drops out. Rule P is rule M with each weight multiplied by $1+\varepsilon_i$. It is a claim about the $\varepsilon^2$ term of the stress.

**Q.** And the claim is false?

**A.** Compute that term. It needs the cubic part of the energy, $\frac16\sum_{jkl}C_{jkl}\eta_j\eta_k\eta_l$. In zincblende the constants are unchanged by permuting the cube axes, which leaves $C_{111}$, $C_{112}$, $C_{123}$. A product $\eta_j^3$ occurs once in the sum, $\eta_j^2\eta_k$ three times and $\eta_1\eta_2\eta_3$ six times, so the prefactors are $\frac16,\frac12,1$. For $(\eta,\eta,\zeta)$ the six products $\eta_j^2\eta_k$ add to $2\eta^3+2\eta^2\zeta+2\eta\zeta^2$, and

$$W_3=\tfrac16C_{111}(2\eta^3+\zeta^3)+C_{112}(\eta^3+\eta^2\zeta+\eta\zeta^2)+C_{123}\eta^2\zeta .$$

$W_3$ shifts the relaxed value to $\zeta=-r\eta+b\eta^2$. The shift costs $\frac12C_{11}b^2\eta^4$ in $W_2$ and changes $W_3$ at order $\eta^4$, so through third order $\zeta=-r\eta$ may be inserted:

$$W=A\eta^2+B\eta^3,\qquad B=\tfrac16C_{111}(2-r^3)+C_{112}(1-r+r^2)-rC_{123}.$$

Since $\eta^2=\varepsilon^2+\varepsilon^3+\dots$, this is $W=A\varepsilon^2+(A+B)\varepsilon^3$. With $a=\lambda a_i$ and $c=\lambda_za_i$, the relation $a_i^2W'(\varepsilon)=2\sigma ac$ gives $\sigma=W'/(2\lambda\lambda_z)$. Here $\lambda_z=\sqrt{1+2\zeta}=1-r\varepsilon+O(\varepsilon^2)$, so $1/(\lambda\lambda_z)=1-\varepsilon+r\varepsilon+O(\varepsilon^2)$, and

$$\sigma=\Big[A\varepsilon+\tfrac32(A+B)\varepsilon^2\Big]\big[1+(r-1)\varepsilon\big]=A\varepsilon\,\big(1+\kappa\varepsilon+O(\varepsilon^2)\big),$$

$$\kappa=\tfrac32+\frac{3B}{2A}+r-1=\tfrac12+r+\frac{3B}{2A}.$$

Rule P sets $\kappa=1$ in every layer. Second-order constants cannot supply $\kappa$. An energy purely quadratic in $\eta$ has $B=0$ and $\kappa=\frac12+r$. A relaxed energy purely quadratic in $\varepsilon$ has $B=-A$ and $\kappa=r-1$. Both could be called linear elasticity, and they differ by $3/2$. The value that a crystal has requires its third-order constants. Call the rule with weights $A\varepsilon(1+\kappa\varepsilon)$ rule K.

**Q.** How large is each error, then?

**A.** A rule $\sum t_iw_i=0$ gives $t_b/t_w=-w_w/w_b$. The true ratio is

$$\frac{t_b}{t_w}=-\frac{\sigma_w}{\sigma_b}=\Big(-\frac{\varepsilon_w}{\varepsilon_b}\Big)\frac{A_w}{A_b}\,\frac{1+\kappa_w\varepsilon_w}{1+\kappa_b\varepsilon_b}\,\big[1+O(\varepsilon^2)\big].$$

T keeps the first factor, M two, K three. Divide each by the true ratio and expand. Relative to the true ratio, M errs by $\kappa_b\varepsilon_b-\kappa_w\varepsilon_w$, P by $(1-\kappa_w)\varepsilon_w-(1-\kappa_b)\varepsilon_b$, and K at order $\varepsilon^2$. For equal $\kappa$ the first two are $\kappa(\varepsilon_b-\varepsilon_w)$ and $(\kappa-1)(\varepsilon_b-\varepsilon_w)$, so at this order P improves on M when $\kappa>\frac12$ and is worse when $\kappa<\frac12$. Because $\varepsilon_w<0<\varepsilon_b$, the two layers' terms in the error of M add when $\kappa_w$ and $\kappa_b$ have one sign, and those in the error of P add when $\kappa_w-1$ and $\kappa_b-1$ have one sign.

One limit matters for alloys. If both layers tend smoothly to the substrate composition as the mismatch vanishes, then $A_i=A_s(1+\beta_i\varepsilon_i+\dots)$ for some slopes $\beta_i$, and the weight becomes $A_s\varepsilon_i[1+(\beta_i+\kappa_i)\varepsilon_i]$. The modulus contrast is then itself first order in strain. T, M and P all err at first order, and keeping $\beta$ while dropping $\kappa$ is not a consistent approximation.

**Q.** I want to see this in a crystal made of atoms.

**A.** Take a model zincblende pair with a common anion and round parameters; no material is meant. Lengths are in nm, energies in eV and stresses in GPa, since Hartree units are unnatural here; $1\ \mathrm{eV/nm^3}=0.160218$ GPa and GPa·nm $=$ N/m. A bond of length $\rho$ costs $D(1-e^{-s(\rho-d)})^2$ with $d=\sqrt3a_i/4$. Each of the six bond pairs at every atom costs $\frac g2(d/\rho)^m(d'/\rho')^m(\cos\theta+\frac13)^2$.

The second-order constants follow by hand. A uniform dilation $u$ has $W_2=\frac32(C_{11}+2C_{12})u^2$. It leaves angles alone and stretches the 16 bonds of a cell by $du$, costing $16Ds^2d^2u^2=3Ds^2a_i^2u^2$. Hence $C_{11}+2C_{12}=2Ds^2/a_i$. The strain $(u,-u,0)$ has $W_2=(C_{11}-C_{12})u^2$. Bonds are $(a_i/4)(\pm1,\pm1,\pm1)$, and their lengths do not change at first order because the trace is zero. For a pair whose $x$ and $y$ components have sign products $p_x,p_y$, the dot product changes by $2(a_i^2/16)u(p_x-p_y)$, so $\delta\cos\theta=\frac23u(p_x-p_y)$ after division by $d^2=3a_i^2/16$. Of the six pairs, two have $p_x-p_y=2$, two have $-2$ and two have $0$. The squares add to $4\cdot\frac{16}{9}u^2$, and eight atoms give $8\cdot\frac g2\cdot\frac{64}9u^2$. Hence $C_{11}-C_{12}=256g/(9a_i^3)$. The exponent $m$ multiplies a quantity that is already second order, so it leaves $C_{11}$, $C_{12}$ and $a_i$ alone and enters first in the third-order constants.

Choose $a_s=0.560$ nm, $s=12\ \mathrm{nm^{-1}}$, $m=3$. The well has $a=0.570$ nm, $D=2.5$ eV, $g=2.2$ eV; the barrier has $a=0.555$ nm, $D=2.8$ eV, $g=2.4$ eV. For the well,

$$C_{11}+2C_{12}=\frac{2(2.5)(144)}{0.570}(0.160218)=202.4,\qquad C_{11}-C_{12}=\frac{256(2.2)}{9(0.570)^3}(0.160218)=54.1 ,$$

so $C_{11}=103.55$ and $C_{12}=49.41$ GPa, $r=0.9544$, and $A_w=103.55+49.41-0.9544(49.41)=105.8$ GPa. The barrier gives $120.25$, $56.27$, $r=0.9359$ and $A_b=123.9$ GPa. Numerical differentiation of the cell energy with respect to $\eta_1,\eta_2,\eta_3$ in extended precision gives, for the well, $C_{111}=-628.2$, $C_{112}=-267.3$, $C_{123}=-86.8$ GPa. Then

$$B_w=-628.2(0.1885)-267.3(0.9565)+0.9544(86.8)=-291\ \text{GPa},$$

$$\kappa_w=1.4544-1.5(291.2)/105.81=-2.67 .$$

The barrier has $-727.9$, $-301.4$, $-88.1$ GPa, $B_b=-344$ GPa and $\kappa_b=-2.73$. Negative $\kappa$ means stiffer in compression and softer in tension.

The full stress needs no expansion: find the root of $\partial E/\partial c=0$ numerically at $a=a_s$ and evaluate $(ac)^{-1}\partial E/\partial a_x$. The well has $\varepsilon_w=0.560/0.570-1=-1.7544\%$, $c_w=0.57962$ nm and $\sigma_w=-1.9442$ GPa, against $A\varepsilon=-1.8563$ and $A\varepsilon(1+\kappa\varepsilon)=-1.9433$. The barrier has $\varepsilon_b=+0.9009\%$, $c_b=0.55033$ nm and $\sigma_b=1.0886$ GPa, against $1.1158$ and $1.0884$.

**Q.** And the thickness ratios?

**A.** T gives $1.7544/0.9009=1.947$. M multiplies by $A_w/A_b=0.8543$, giving $1.664$. P multiplies again by $(1+\varepsilon_w)/(1+\varepsilon_b)=a_b/a_w=0.9737$, giving $1.620$. K instead multiplies M by $(1+2.6735\times0.017544)/(1-2.7304\times0.009009)=1.0469/0.9754=1.0733$, giving $1.7855$. The true ratio is $1.9442/1.0886=1.786$. One monolayer (ML) is $c/2$ thick, so a 28 ML well has $t_w=14(0.57962)=8.115$ nm and $t_w\sigma_w=-15.776$ N/m. Barrier thicknesses are treated as continuous, and errors are relative to the true ratio.

| rule | $t_b$ (nm) | error | $F$ (N/m) |
|---|---|---|---|
| T | 15.80 | $+9.0\%$ | $+1.43$ |
| M | 13.50 | $-6.9\%$ | $-1.08$ |
| P | 13.14 | $-9.3\%$ | $-1.47$ |
| K | 14.49 | $-0.02\%$ | $-0.004$ |
| true | 14.49 | 0 | 0 |

For T, $F=-15.776+15.802(1.0886)=+1.426$ N/m per period. The barrier is too thick by $57.43-52.67=4.76$ ML and the stack pulls inward.

**Q.** So my rule is no worse than the refined one.

**A.** In this example that is so: P misses by as much as T, on the other side. The reason is in the factors. The true ratio is T times $0.8543$ times $1.0736$, the full nonlinear factor. The modulus contrast lowers the ratio, the anharmonic term restores part of it, and P's factor $0.9737$ has the wrong direction because $\kappa<0$. T profits from a partial cancellation between two things it ignores, and that cancellation cannot be relied on. Set $m=0$. Every input of T, M and P is unchanged, but $\kappa_w=-0.63$, $\kappa_b=-0.67$, and the true ratio moves from $1.786$ to $1.691$, with K at $1.692$. The errors become $+15.1\%$ for T, $-1.6\%$ for M and $-4.2\%$ for P. Two crystals with identical $a_i$ and $A_i$ have different balance points, so no formula in $a_i$ and $A_i$ alone is correct at relative order $\varepsilon$ for both. The size of $\kappa$ here belongs to the model; the formula for it does not.

The orders show up when the mismatch is reduced. Scale both strains by $0.04$ and by $0.02$, by moving $a_i$ toward $a_s$ at fixed $D,s,g$, and take the base-two logarithm of the ratio of the errors. The result is $-0.004$ for T, $0.998$ for M and for P, and $1.98$ for K, that is orders 0, 1, 1 and 2. In this scaling $A_b/A_w-1$ tends to about $0.10$, not to zero, so M and P converge to the true ratio and T does not.

**Q.** You assumed homogeneous layers and dropped the interfaces. Wells are a few tens of planes thick.

**A.** Drop the assumption. Build a free periodic superlattice of (001) planes, give each angle between a well bond and a barrier bond the geometric mean of the two $g$, and minimise the energy over every plane spacing and over $a$ by Newton iteration. For 28 ML of well and 52 ML of barrier the result is $a=0.5600421$ nm. Solving $\sum t_i(a)\sigma_i(a)=0$ for the same monolayer numbers gives $0.5600426$ nm, higher by $1.0$ ppm of $a$. Solving the approximate rules for $a$ misses the relaxed value by $+525$ ppm (T), $-418$ ppm (M) and $-573$ ppm (P). The residual has the scaling of an interface term. Two interfaces per period add a force $f$ independent of thickness, while the stiffness $\sum t_iA_i$ grows with the layer count, so the shift $-f/\sum t_iA_i$ should double when the period is halved. A 14/26 stack relaxes to $0.5600415$ nm, and the ratio of the two shifts, from unrounded values, is $2.000$. The smallness of $f$, about $0.003$ N/m, is a result for this model, in which the shared anion leaves no third kind of bond at the interface; its size also depends on the value of $g$ chosen for the mixed angles, falling from $0.004$ to $0.001$ N/m as that value goes from the well's $2.2$ eV to the barrier's $2.4$ eV, and its sign changes only near $2.5$ eV, above both. Where such bonds exist, $f$ must be computed and added to $F$.

**Q.** Nine per cent in a barrier thickness: can anyone measure the consequence?

**A.** Three quantities respond. The first is the misfit $\delta=(a_{\rm free}-a_s)/a_s$ of the freed stack. At leading order each stress changes by $A_i\delta$, so $F+\delta\sum t_iA_i=0$. For design T,

$$\delta\approx-\frac{1.426}{8.115(105.81)+15.802(123.86)}=-506\ \text{ppm},$$

and the root of the full force equation is $-508$ ppm. Designs M and P give $+428$ and $+591$ ppm. On the substrate the stack acts as one layer of the full thickness with natural constant $a_{\rm free}$, strained by about $-\delta$. This is not the thickness average of the $\varepsilon_i$, which is zero for T.

The second is wafer bending. Let a substrate of thickness $h$ and biaxial modulus $M_s$ carry strain $e_0+kz$, with $z$ measured from its midplane toward the film. Its energy per area is $\int M_s(e_0+kz)^2dz=M_she_0^2+M_sk^2h^3/12$. A thin film of $N_p$ periods at $z=h/2$ feels the strain $e=e_0+kh/2$. Its column energy changes by $2aN_pF\cdot ae$, which is $2N_pFe$ per area. Setting the $k$ derivative to zero, $M_skh^3/6+N_pFh=0$, gives the Stoney equation $k=-6N_pF/(M_sh^2)$. Positive $F$ contracts the film side and makes it concave; take $R=-1/k$. For $N_p=50$, $h=500\ \mu$m and $M_s=120$ GPa, design T has

$$R=\frac{(120\times10^9)(5\times10^{-4})^2}{6(50)(1.426)}=70.1\ \text{m}.$$

Minimising the same energy layer by layer, with each layer's own position and stiffness $A_i$ included, gives $70.6$ m. Designs M and P bend the other way, with Stoney radii $-92.5$ m and $-68.1$ m. The thin-film curvature is proportional to $F$, the quantity that defines balance.

**Q.** The third is X-ray diffraction, and there I have my own criterion. When the zero-order superlattice peak sits on the substrate peak, I call the stack balanced.

**A.** That peak measures lengths along $z$. With $n_i$ monolayers the period is $\Lambda=(n_wc_w+n_bc_b)/2$, and reflections lie at $q=2\pi L/\Lambda$ with integer $L$. A period holds $2(n_w+n_b)$ atomic planes, and the zero-order (004) peak is $L=2(n_w+n_b)$, so $q=8\pi/\bar c$ with $\bar c=(n_wc_w+n_bc_b)/(n_w+n_b)$. Since $c_i/a_s=\lambda_z/\lambda=1-(1+r_i)\varepsilon_i+O(\varepsilon^2)$, coincidence $\bar c=a_s$ means $\sum n_i(1+r_i)\varepsilon_i=0$ at leading order. The weight is $1+r_i$ and $A_i$ is absent. For equal $r$ this is rule T at leading order, since $t_i\propto n_i[1+O(\varepsilon)]$. Here $1+r$ is $1.954$ and $1.936$, so the criterion lands near T.

The numbers agree. At true balance $n_b=52.67$ and $\bar c=[28(0.57962)+52.67(0.55033)]/80.67=0.56050$ nm, which is $887$ ppm above $a_s$ from unrounded values. Bragg's law with spacing $\bar c/4$ reads $\sin\theta=2\lambda_X/\bar c$. For a wavelength $\lambda_X=0.154$ nm the substrate peak is at $\theta=33.367^\circ$. Differentiating, $\cos\theta\,\delta\theta=-\sin\theta\,\delta\bar c/\bar c$, so $\delta\theta=-\tan\theta\,\delta\bar c/\bar c=-0.6586(887\times10^{-6})$ rad $=-120$ arcsec. Design T has $\bar c$ lower than $a_s$ by $124$ ppm and a shift of $+17$ arcsec; M and P give $-236$ and $-279$ arcsec. Of these four designs, the unbalanced T has the zero-order position closest to the substrate peak. That position does separate the designs, but the target offset has to be computed from the $c_i$ of the balanced design. The peak itself may also be hard to see. At $q=8\pi/\bar c$ the phase slips by $x=2n_w(c_w/\bar c-1)$ cycles across the well and by $-x$ across the barrier, so the kinematic amplitude carries a factor $\sin\pi x$. Here $x=56(0.57962/0.56050-1)=1.91$ at true balance and $1.97$ for T, close to extinction, so the zero-order position has to be found by indexing the satellites.

**Q.** Where does $\sum t_i\sigma_i=0$ itself stop being the answer?

**A.** Where its assumptions stop. It presumes coherence. $F=0$ removes the force that accumulates with the number of periods, but the well still carries $-1.94$ GPa, and the condition says nothing about whether a single layer stays coherent under its own stress; once misfit dislocations form there is no common $a$. The example is not far inside this limit. The isotropic Matthews–Blakeslee estimate for $60^\circ$ dislocations puts the equilibrium critical thickness of the well at about 4 nm uncapped and 11 nm buried, against $8.1$ nm, and that of the barrier at about 10 and 25 nm, against $14.5$ nm. For a net misfit near 500 ppm it gives roughly $0.3\ \mu$m uncapped, below the $1.2\ \mu$m of the 50-period design T, so the radii quoted above are those of a stack that stays coherent. It presumes a static lattice. At finite temperature the same derivation runs with the free energy in place of $E_i$, so $a_i$, $a_s$ and the elastic constants are those of the chosen temperature, and balance at one temperature need not hold at another. The step from energy to $\sigma_{xx}=\sigma_{yy}$ and the forms of $A$, $B$ and $\kappa$ used the symmetry of (001) growth and must be rederived for another orientation. Rule K truncates at relative order $\varepsilon$, which at these strains cost $0.02\%$ of the ratio for $m=3$ and about $0.05\%$ for $m=0$. Within those limits the choice is set by the numbers at hand: M serves when $|\kappa_b\varepsilon_b-\kappa_w\varepsilon_w|$ is below the precision wanted in $t_b/t_w$, and T serves when the combined error $|(A_b/A_w)(1+\kappa_b\varepsilon_b-\kappa_w\varepsilon_w)-1|$ is below it.
